# Bisection for Interface Charge Neutrality and Fermi-Level Pinning

## Result

Let $x$ be the Fermi level at a metal–insulator interface, measured upward from the insulator valence-band top. Let $n(x)$ be the number of excess electrons per area in the interface states, and let $C>0$ be the charge per area and energy required by the interface dipole. Charge neutrality is the equation $F(x)=0$ with

$$F(x)=-n(x)-C\,(x-x_S), \tag{1}$$

where $x_S$ is the Fermi level in the absence of an interface dipole. If the density of interface states is nonnegative and fixed relative to the insulator bands, then for every $y>x$

$$F(y)-F(x)\le -C\,(y-x)<0 . \tag{2}$$

The state charge minus the dipole charge therefore decreases strictly, whatever the shape of the distribution. It has one sign change $x^*$, which lies between

$$x_S\quad\text{and}\quad x_S-\frac{n(x_S)}{C}. \tag{3}$$

Bisection started from these two points converges to $x^*$. At nonzero temperature $x^*$ is a root of $F$. At zero temperature, with discrete levels, it may instead be a jump of $F$, and a partly filled level then supplies the charge.

## The neutrality equation

Atomic units are used in the algebra, so the electron has charge $-1$. The insulator has gap $E_g$ and electron affinity $\chi$; the metal has work function $\Phi_M$. With a common vacuum level and no interface dipole, the metal Fermi level lies $\Phi_M$ below vacuum and the valence-band top lies $\chi+E_g$ below it. Hence

$$x_S=(-\Phi_M)-(-\chi-E_g)=\chi+E_g-\Phi_M .$$

The interface states have density $D(E)\ge0$ per area and energy, with finite total number. They are neutral when they hold $N_0$ electrons per area. In equilibrium with the metal,

$$n(x)=\int D(E)\,f(E-x)\,dE-N_0,\qquad f(\epsilon)=\frac{1}{1+e^{\epsilon/kT}} . \tag{4}$$

These are independent-electron statistics. Any spin degeneracy is counted in $D$.

All state charge is placed in one plane, at distance $d$ from the image plane of the metal, in a layer of relative permittivity $\kappa$. The charge is taken as laterally uniform, and every state is assumed to shift with the plane-averaged potential. This suits extended states, or localized ones spaced more closely than $d$. There is no external field and no depletion charge, so the metal carries $+n$ at $z=0$ and the states carry $-n$ at $z=d$. The electrostatic potential obeys $\phi''=-4\pi\rho/\kappa$. The potential energy of an electron is $U=-\phi$, and therefore $U''=4\pi\rho/\kappa$. Starting from zero field inside the metal and crossing the positive sheet gives $U'=4\pi n/\kappa$ between the sheets. The negative sheet returns the field to zero. The total step is

$$U(d)-U(0)=\frac{4\pi d}{\kappa}\,n=\frac{n}{C},\qquad C=\frac{\kappa}{4\pi d}. \tag{5}$$

For $n>0$ the insulator levels rise relative to the metal. The fixed metal Fermi level then sits lower on the insulator scale:

$$x=x_S-\frac{n(x)}{C}. \tag{6}$$

Multiplying by $C$ and collecting terms gives $-n(x)-C(x-x_S)=0$, which is $F(x)=0$. The first term is the charge that the states carry at Fermi level $x$. The quantity $C(x-x_S)$ is the charge they must carry to produce the dipole that puts the Fermi level there.

A fixed charge $+p$ per area in the same plane changes the state charge $-n$ to $-n+p$. This is the replacement $N_0\to N_0+p$, so the analysis is unchanged.

## Monotonicity, existence and uniqueness

Take $y>x$. For every $E$ we have $E-y<E-x$, and $f$ is a decreasing function of its argument, so $f(E-y)\ge f(E-x)$. Multiplication by $D(E)\ge0$ preserves the inequality, and integration gives

$$n(y)-n(x)=\int D(E)\,[f(E-y)-f(E-x)]\,dE\ge0 .$$

The difference of (1) at the two points is

$$F(y)-F(x)=-[n(y)-n(x)]-C(y-x)\le-C(y-x),$$

which proves (2). No continuity of $D$ was used. The distribution may have steps, empty windows or discrete levels, for which the integral becomes a sum with nonnegative weights.

For $T>0$ the slope is explicit. From $df(\epsilon)/d\epsilon=-f(1-f)/kT$ and $\partial(E-x)/\partial x=-1$,

$$\frac{dn}{dx}=D_T(x)=\int D(E)\,\frac{f(E-x)\,[1-f(E-x)]}{kT}\,dE,\qquad F'(x)=-(C+D_T). \tag{7}$$

$D_T$ is the density of states averaged over a thermal window around the Fermi level. Even where it vanishes, the dipole term keeps the slope at $-C$.

For the bracket, write $b=x_S-n(x_S)/C$. Substitution into (1) gives

$$F(x_S)=-n(x_S),\qquad F(b)=-n(b)+n(x_S).$$

If $n(x_S)>0$, then $b<x_S$ and monotonicity gives $n(b)\le n(x_S)$. Hence $F(b)\ge0$ while $F(x_S)<0$. If $n(x_S)<0$, then $b>x_S$ and $n(b)\ge n(x_S)$, so $F(b)\le0$ while $F(x_S)>0$. If $n(x_S)=0$, the two ends coincide at the solution. In each case $F\ge0$ at the lower end and $F\le0$ at the upper end.

At $T>0$ the function $F$ is continuous, so a root exists between the ends, and (2) excludes a second one. At $T=0$ the points with $F>0$ form a lower half-line and those with $F<0$ an upper half-line, because $F$ is strictly decreasing. The half-lines share one end point, and this is $x^*$.

Inequality (2) and the signs in (3) were tested on 200 random positive sets of levels with random temperatures, fillings and values of $x_S$.

## Algorithm and error bounds

The procedure needs one evaluation of $n$ to obtain the bracket and one for each halving:

1. Compute $n(x_S)$ and order the two points in (3) as $a\le b$.
2. While $b-a$ exceeds the tolerance $\tau$, set $m=(a+b)/2$ and compute $F(m)$.
3. If $F(m)>0$, replace $a$ by $m$; otherwise replace $b$ by $m$.
4. Return the midpoint of the last interval.

Each replacement preserves $F(a)\ge0\ge F(b)$, so $x^*$ stays in the interval. After $K$ halvings the width is $|n(x_S)|/(C\,2^K)$. When the initial width exceeds $\tau$, the required number is

$$K=\left\lceil\log_2\frac{|n(x_S)|}{C\,\tau}\right\rceil, \tag{8}$$

and the returned midpoint is within $\tau/2$ of $x^*$ in exact arithmetic.

**Residual bound.** For $T>0$, $F(x^*)=0$. Applying (2) to the pair $x,x^*$ gives $|F(x)|\ge C|x-x^*|$, or

$$|x-x^*|\le\frac{|F(x)|}{C}. \tag{9}$$

The residual at any trial point thus certifies its error without knowledge of $D_T$. Close to the root, $|F|\simeq(C+D_T)|x-x^*|$, so (9) overestimates the error by a factor close to $1+D_T/C$. At a zero-temperature jump the residual need not tend to zero, and the interval width is the proper stopping criterion.

**Error in the charge.** Suppose that the computed $\tilde n$ differs from $n$ by at most $\delta$, and let $\tilde F$ be (1) with $\tilde n$. If the final interval of width $w$ satisfies $\tilde F(a)\ge0\ge\tilde F(b)$, then $F(a)\ge-\delta$ and $F(b)\le\delta$. By (2), $a$ can exceed $x^*$ by at most $\delta/C$, and $b$ can fall short of it by at most $\delta/C$. The midpoint $m$ therefore obeys

$$|m-x^*|\le\frac w2+\frac{\delta}{C}. \tag{10}$$

Quadrature with positive weights $\omega_j$ replaces $D$ by levels at the nodes $E_j$ with weights $\omega_jD(E_j)\ge0$. This is again a positive distribution, so in exact arithmetic the discretized problem is monotone and has its own unique solution, however coarse the grid. Coarseness affects accuracy through $\delta$, but not uniqueness.

**Error in the parameters.** Varying $F=0$ at $T>0$, with a change $\delta n$ of the function $n$ at fixed $x$, gives

$$-(C+D_T)\,\delta x-\delta n-(x^*-x_S)\,\delta C+C\,\delta x_S=0 .$$

Solving for $\delta x$, to first order,

$$\delta x=\frac{C\,\delta x_S+(x_S-x^*)\,\delta C-\delta n}{C+D_T}. \tag{11}$$

An error $\delta N_0$ enters as $\delta n=-\delta N_0$. A large $D_T$ suppresses all these errors for given variations on the right. This is the numerical counterpart of pinning.

## Pinning factor and its limits

Keeping only $\delta x_S$ in (11) gives

$$S=\frac{dx^*}{dx_S}=\frac{C}{C+D_T(x^*)},\qquad 0<S\le1. \tag{12}$$

Since $x_S$ contains $-\Phi_M$, the response to the work function is $dx^*/d\Phi_M=-S$.

For $D_T\to0$ at the solution, $S\to1$ and the Fermi level follows small changes of the metal work function one for one. If the states are charged, a constant dipole still separates $x^*$ from $x_S$. The Schottky limit, in which also $x^*=x_S$, is approached when the states carry no charge over the range considered. It is also approached at fixed $D$ when $d\to0$, because charge without separation produces no dipole. With $D$ and $d$ unchanged, a larger $\kappa$ in the layer raises $C$, which increases $S$ at a given Fermi level and moves $x^*$ toward $x_S$. If $D$ is structured, this shift can bring $x^*$ into a region of larger $D_T$, and the local $S$ at the solution may then fall.

For the opposite limit, let $x_0$ be a Fermi level with $n(x_0)=0$, and take $x_S>x_0$. Then $F(x_0)=C(x_S-x_0)>0$ and $F(x_S)=-n(x_S)\le0$, so $x_0<x^*\le x_S$. Suppose that $D_T\ge D_m>0$ between $x_0$ and $x^*$. Integrating (7) gives $n(x^*)\ge D_m(x^*-x_0)$, while neutrality gives $n(x^*)=C(x_S-x^*)$. Thus

$$C(x_S-x^*)\ge D_m(x^*-x_0).$$

Writing $x_S-x^*=(x_S-x_0)-(x^*-x_0)$ and collecting terms,

$$x^*-x_0\le\frac{C}{C+D_m}\,(x_S-x_0). \tag{13}$$

The case $x_S<x_0$ follows with all differences reversed. For $D_m\gg C$ the Fermi level is held near $x_0$, which is the Bardeen limit. If $D_T$ is constant over the interval, equality holds and $x^*=Sx_S+(1-S)x_0$. For a structured distribution $S$ depends on where the Fermi level lies.

## A continuous distribution

The example is a model insulator with round parameters: $E_g=6$ eV, $\chi=2$ eV, $\kappa=4$, $d=3$ Å and $T=300$ K. Inside the gap

$$D(E)=A_ve^{-E/\lambda}+A_ce^{-(E_g-E)/\lambda}+D_0+\frac{P}{s\sqrt{2\pi}}\,e^{-(E-E_p)^2/2s^2}.$$

The amplitudes $A_v=0.05$, $A_c=0.03$ and $D_0=0.004$ are in eV$^{-1}$ Å$^{-2}$, and $\lambda=0.8$ eV. The peak has area $P=0.01$ Å$^{-2}$, center $E_p=3.9$ eV and width $s=0.15$ eV. The neutral filling is that of all states below 3.4 eV, which gives $N_0=0.05395$ Å$^{-2}$. Band carriers are left out, so a solution is physical only inside the gap and many $kT$ from its edges.

In these units the square of the elementary charge is $e^2=14.3996$ eV Å, and the dipole response is

$$C=\frac{\kappa}{4\pi e^2d}=\frac{4}{4\pi(14.3996)(3)}=0.007368\ \text{eV}^{-1}\text{Å}^{-2}.$$

For $\Phi_M=3.8$ eV, $x_S=2+6-3.8=4.2$ eV. At this level the states would hold $n(x_S)=0.014878$ Å$^{-2}$. The other end of the bracket is

$$4.2-\frac{0.014878}{0.007368}\simeq2.181\ \text{eV}.$$

The width is 2.019 eV. For $\tau=10^{-6}$ eV, $\log_2(2.019\times10^6)\simeq20.9$, so (8) requires 21 halvings, as the numerical output shows.

The first midpoint, 3.190 eV, has $F>0$ and becomes the lower end. The second, 3.695 eV, also has $F>0$. The third, 3.948 eV, has $F<0$ and becomes the upper end. It is farther from the solution than the second: the interval width falls at every step, but the error of the midpoint need not. At step 10 the midpoint is 3.732687 eV and (9) bounds its error by $1.03\times10^{-3}$ eV. Its distance from the converged root is $2.7\times10^{-4}$ eV, smaller by the expected factor of about $1+D_T/C=3.80$.

The solution is

$$x^*=3.733\ \text{eV}=0.1372\ \text{hartree},$$

which is 2.267 eV below the conduction band. The states hold $n=0.003441$ excess electrons per Å$^2$, and the dipole step is $0.003441/0.007368\simeq0.467$ eV, equal to $x_S-x^*$. A finite-difference solution of Poisson's equation with two narrow smeared sheets gives the same step and tests both the sign and the factor in (5). The six decimals in the output measure convergence; the round parameters do not define a physical level that finely.

At the solution $D_T=0.020655$ eV$^{-1}$ Å$^{-2}$, and therefore

$$S=\frac{0.007368}{0.007368+0.020655}\simeq0.263 .$$

Solving again with slightly shifted $x_S$ and differencing the results reproduces this value. A work-function change of 0.1 eV moves the Fermi level by about 0.026 eV, to first order.

Equation (11) shows which inputs matter. A 10% increase of $C$ raises $x^*$ by about $0.467\times0.000737/0.02802\simeq0.012$ eV. A 1% increase of $N_0$ raises it by about $0.00054/0.02802\simeq0.019$ eV. The neutral filling is the more delicate input because $n$ is a small difference between two much larger electron counts. The quadrature error is negligible here. At the root, the 800-point Gauss–Legendre sum agrees with adaptive quadrature within $10^{-9}$ Å$^{-2}$, which by (9) corresponds to at most $1.4\times10^{-7}$ eV relative to the adaptive result.

Changing the metal gives the following levels.

| $\Phi_M$ (eV) | $x_S$ (eV) | $x^*$ (eV) | $S$ |
|---|---|---|---|
| 3.8 | 4.2 | 3.733 | 0.263 |
| 4.3 | 3.7 | 3.556 | 0.470 |
| 4.8 | 3.2 | 3.289 | 0.558 |
| 5.3 | 2.7 | 3.010 | 0.556 |

The first two metals charge the states negatively and the last two positively. The change of sign occurs at the neutral level, 3.399 eV at this temperature. The mean response over the whole range is $(3.733-3.010)/1.5\simeq0.48$, although the local values differ by a factor of two. The smallest $S$ belongs to the Fermi level on the flank of the Gaussian peak, where $D_T$ is largest among the four solutions. A single pinning factor therefore does not characterize this insulator.

## Why direct iteration can fail

Equation (6) suggests the iteration $x_{k+1}=g(x_k)$ with $g(x)=x_S-n(x)/C$. Near the root an error is multiplied by

$$g'(x^*)=-\frac{D_T(x^*)}{C}.$$

For $D_T>C$, equivalently $S<1/2$, the error changes sign and grows. In the example the factor is $-2.80$. Started $10^{-3}$ eV from the root, the iteration ends by alternating between $-1.773$ and $11.522$ eV.

These values can be understood from the finite number of states. At the lower one all states are empty, $n=-N_0$, and the next iterate is $4.2+0.05395/0.007368\simeq11.52$ eV. At the upper one all 0.09797 states per Å$^2$ are full, so $n=0.04401$ Å$^{-2}$ and the iteration returns to about $-1.77$ eV. Both lie outside the gap and have no physical meaning.

Damping, $x_{k+1}=(1-\alpha)x_k+\alpha g(x_k)$, changes the local factor to $1-\alpha(1+D_T/C)=1-\alpha/S$. Its modulus is below one for $0<\alpha<2S$, where $2S\simeq0.5259$ in the example. This condition is local and involves $S$ at the unknown solution. An upper bound $D_M\ge D_T(x)$ for all $x$ is enough for a safe choice: with $\alpha=C/(C+D_M)$ the derivative of the damped map lies between 0 and $1-\alpha$ everywhere, so the iteration converges from any start. Bisection does not need such a bound.

## Discrete levels at zero temperature

Bisection finds the same state as a minimization over occupations. For levels $\epsilon_i$ with weights $w_i$ per area and occupations $0\le f_i\le1$, let $n=\sum_iw_if_i-N_0$. Bringing electrons from the metal costs $\epsilon_i-x_S$ each before the dipole forms. Charging against the step $n/C$ costs $\int_0^n(n'/C)\,dn'=n^2/2C$. The free energy per area, up to a constant, is

$$\Omega=\sum_iw_if_i(\epsilon_i-x_S)+\frac{n^2}{2C}+kT\sum_iw_i[f_i\ln f_i+(1-f_i)\ln(1-f_i)].$$

Since $\partial n/\partial f_i=w_i$,

$$\frac{\partial\Omega}{\partial f_i}=w_i\left[\epsilon_i-x_S+\frac nC+kT\ln\frac{f_i}{1-f_i}\right].$$

With $x=x_S-n/C$, setting this to zero gives $f_i=f(\epsilon_i-x)$, which is (4) together with (6). Each term of $\Omega$ is convex, so the stationary point is a minimum. At $T=0$ the derivative is $w_i(\epsilon_i-x)$. Levels below $x$ are full, levels above it are empty, and a level at $x$ may be partly filled.

Take levels at 0.5, 1.5, 2.5, 3.0, 3.5 and 4.5 eV, each of weight $w=0.004$ Å$^{-2}$, with $N_0=0.012$ Å$^{-2}$ and the same $C$ and $x_S=4.2$ eV. Just below 3.5 eV four levels are full and $n=0.004$ Å$^{-2}$; just above it $n=0.008$ Å$^{-2}$. The dipole at 3.5 eV requires

$$C(x_S-x)=0.007368\times0.7=0.005158\ \text{Å}^{-2},$$

which lies between the two. Bisection converges to the jump at 3.5 eV, and the occupation of that level is $(0.005158-0.004)/0.004\simeq0.289$. Direct minimization of $\Omega$ gives the same level and occupation. At $kT=0.4$ eV, where $F$ is smooth, the two methods agree on 3.506 eV.

The level remains pinned while the required charge can be supplied by its partial filling:

$$0.004\le C(x_S-3.5)\le0.008,$$

with $x_S$ in eV. This gives $4.043\le x_S\le4.586$ eV, an interval of width $w/C=0.543$ eV. Inside it $S=0$; the lower bound in (12) was strict because $D_T$ is finite at $T>0$. Minimizations 0.02 eV on either side of each end confirm that the Fermi level stays at 3.5 eV inside the interval and leaves it outside. The width $w/C$ and the value $S=0$ belong to the uniform-sheet model. Localized traps of this weight would be about 16 Å apart, much more than $d$. For point charges on a square lattice with their images in the metal, the shift at one site due to all the others is only about 0.14 eV instead of 0.543 eV, so such levels do not follow the insulator bands rigidly.

## Where the proof stops

The proof uses positivity only to make $n(x)$ nondecreasing. Other occupation statistics are therefore admissible if they retain this property. For smooth $n$ the weaker condition $C+dn/dx>0$ everywhere already excludes a second root. If $n$ decreases somewhere, however, (2), (9) and (10) are no longer guaranteed and the points (3) need not enclose the root, so the signs of $F$ at the two ends must be checked.

A signed function, such as a difference of two densities of states, can violate this condition. Take one negative Gaussian of area $-0.01$ Å$^{-2}$ and width 0.1 eV, centered at $x_S=3$ eV, with $N_0=-0.005$ Å$^{-2}$. By symmetry $F(3\ \text{eV})=0$, but there $C+D_T=-0.0289$ eV$^{-1}$ Å$^{-2}$, so $F$ increases through this root. Far below the center $n=0.005$ Å$^{-2}$, and far above it $n=-0.005$ Å$^{-2}$. Equation (6) then gives two further roots near $3\mp0.005/0.007368$, or 2.32 and 3.68 eV. A scan from 1 to 5 eV finds three sign changes. Here $n(x_S)=0$, so the bracket (3) has zero width and the procedure returns the middle root without revealing the others. For $x_S=3.01$ eV, $F$ is positive at both points of (3), and the procedure ends at the upper one, 3.059 eV, which is not a root.

The proof also assumes that the states do not change with the Fermi level. If relaxation makes the density $D(E;x)$, then differentiating (4) adds $\int(\partial D/\partial x)f\,dE$ to $dn/dx$, and $N_0$ may vary as well. These terms can be negative even when $D$ is positive. Likewise, if $d$ or $\kappa$ depends on $x$, the dipole charge is no longer linear and its slope must be examined again. In such models the monotonicity of the complete $F$ has to be established before a root found by bisection can be called the unique neutral state.

## Calculated quantities

```
gap, affinity: 6.0, 2.0 eV
kappa: 4.0; distance d: 3.0 A
temperature: 300 K; kT: 0.02585 eV
e^2: 14.3996 eV A
C: 0.007368 1/(eV A^2)
tail amplitudes v, c: 0.05, 0.03 1/(eV A^2)
tail length: 0.8 eV; floor: 0.004 1/(eV A^2)
peak area: 0.01 1/A^2
peak center, width: 3.9, 0.15 eV
T=0 neutral energy: 3.4 eV; N0: 0.053951 1/A^2
neutral Fermi level at T: 3.39936 eV
total states: 0.097965 1/A^2
work function: 3.8 eV; xS: 4.200 eV
n(xS): 0.014878 1/A^2
bracket: 2.180891 to 4.200000 eV
tolerance: 1e-06 eV; halvings: 21
step 1: x=3.190445 eV, F=8.667e-03 1/A^2, bound=1.18e+00 eV
step 2: x=3.695223 eV, F=9.880e-04 1/A^2, bound=1.34e-01 eV
step 3: x=3.947611 eV, F=-7.718e-03 1/A^2, bound=1.05e+00 eV
step 4: x=3.821417 eV, F=-2.856e-03 1/A^2, bound=3.88e-01 eV
step 5: x=3.758320 eV, F=-7.428e-04 1/A^2, bound=1.01e-01 eV
step 10: x=3.732687 eV, F=7.615e-06 1/A^2, bound=1.03e-03 eV
step 15: x=3.732995 eV, F=-1.015e-06 1/A^2, bound=1.38e-04 eV
step 20: x=3.732958 eV, F=1.054e-08 1/A^2, bound=1.43e-06 eV
Fermi level x*: 3.732958 eV = 0.137184 hartree
offset to conduction band: 2.26704 eV
dipole step xS-x*: 0.46704 eV
dipole step from Poisson: 0.46704 eV
excess electrons n(x*): 0.003441 1/A^2
DT(x*): 0.020655 1/(eV A^2); DT/C: 2.8031
S formula, finite difference: 0.26294, 0.26294
direct iteration, last two: -1.773, 11.522 eV
Phi=3.8 eV: xS=4.2 eV, x*=3.7330 eV, n=0.00344 1/A^2, S=0.2629
Phi=4.3 eV: xS=3.7 eV, x*=3.5557 eV, n=0.00106 1/A^2, S=0.4702
Phi=4.8 eV: xS=3.2 eV, x*=3.2888 eV, n=-0.00065 1/A^2, S=0.5575
Phi=5.3 eV: xS=2.7 eV, x*=3.0099 eV, n=-0.00228 1/A^2, S=0.5562
random positive distributions tested: 200
negative density: area -0.01 1/A^2, center 3.0 eV, width 0.1 eV
negative density: C+DT=-0.02891 1/(eV A^2), roots=3
discrete levels (eV): 0.5, 1.5, 2.5, 3.0, 3.5, 4.5
weight per level: 0.004 1/A^2; N0: 0.012 1/A^2
kT=0.4 eV: bisection 3.505947, minimum 3.505947 eV
T=0: bisection 3.500000, minimum 3.500000 eV
T=0 pinned-level occupation: 0.28948
T=0 pinned for xS from 4.0429 to 4.5857 eV
T=0 pinning interval w/C: 0.5429 eV
```
